# Distances and angles around an atom can miss its environment: verification in Python

```python
"""
Result under test: two inequivalent arrangements of four equal neighbours can
have the same multiset of (r_i, r_j, angle_ij) seen from the central atom.

Both arrangements hold neighbours at +R u and -R u and a neighbour p (distance s,
polar angle alpha from u).  The fourth neighbour q has distance t and
  A: polar angle beta,       azimuth phi
  B: polar angle 180-beta,   azimuth phi',  cos phi' = cos phi + 2 cot alpha cot beta
Invariant that tells them apart: M = sum_i (r_i . S)^2, S = sum_j r_j, with
  M_A - M_B = 8 R^2 s t cos alpha cos beta.
Physical example: Ga+ ion (Hartree-Fock) surrounded by four point charges.
"""
from itertools import combinations, permutations, product
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.special import lpmv
from pyscf import gto, scf, mp

HARTREE_MEV = 1000 * const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9


def point(dist, polar, azimuth):
    return dist * np.array([np.sin(polar) * np.cos(azimuth),
                            np.sin(polar) * np.sin(azimuth), np.cos(polar)])


def build_pair(R, s, t, alpha, beta, phi):
    """Environments A and B and the azimuth phi'; None if phi' does not exist."""
    cos_new = np.cos(phi) + 2 / (np.tan(alpha) * np.tan(beta))
    if abs(cos_new) > 1:
        return None
    phi_new = np.arccos(cos_new)
    common = [point(R, 0, 0), -point(R, 0, 0), point(s, alpha, 0)]
    return (np.array(common + [point(t, beta, phi)]),
            np.array(common + [point(t, np.pi - beta, phi_new)]), phi_new)


def triples(env):
    """Sorted list of (shorter distance, longer distance, cosine) over pairs."""
    rows = []
    for a, b in combinations(env, 2):
        da, db = np.linalg.norm(a), np.linalg.norm(b)
        rows.append(tuple(np.round([min(da, db), max(da, db), a @ b / (da * db)], 9)))
    return np.array(sorted(rows))


def invariant_M(env):
    return np.sum((env @ env.sum(axis=0))**2)


def best_rmsd(P, Q):
    """Smallest rms distance over permutations, rotations and reflections."""
    best = np.inf
    for perm in permutations(range(len(P))):
        sv = np.linalg.svd(P.T @ Q[list(perm)], compute_uv=False)
        best = min(best, (np.sum(P**2) + np.sum(Q**2) - 2 * sv.sum()) / len(P))
    return np.sqrt(max(best, 0.0))


def power_spectrum(env, lmax=8):
    """Contract the density expansion coefficients over m, from Y_lm directly."""
    r = np.linalg.norm(env, axis=1)
    cos_t, az = env[:, 2] / r, np.arctan2(env[:, 1], env[:, 0])
    radial = np.exp(-((r[None, :] - np.array([0.22, 0.24, 0.26, 0.28])[:, None]) / 0.02)**2)
    out = []
    for l in range(lmax + 1):
        block = 0
        for m in range(l + 1):
            norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - m) / factorial(l + m))
            c = radial @ (norm * lpmv(m, l, cos_t) * np.exp(1j * m * az))
            block = block + (1 if m == 0 else 2) * np.outer(c, c.conj()).real
        out.append(block.ravel())
    return np.concatenate(out)


# ---- general family, random members -------------------------------------------
rng = np.random.default_rng(7)
members = 0
while members < 200:
    R, s, t = rng.uniform(0.2, 0.3, 3)
    al, be, ph = rng.uniform(0.3, np.pi - 0.3, 3)
    made = build_pair(R, s, t, al, be, ph)
    if made is None:
        continue
    members += 1
    assert np.allclose(triples(made[0]), triples(made[1]), atol=1e-8)
    predicted = 8 * R**2 * s * t * np.cos(al) * np.cos(be)
    assert abs(invariant_M(made[0]) - invariant_M(made[1]) - predicted) < 1e-12

# ---- exhaustive search with exact integer geometry ------------------------------
sites = [v for v in product((-1, 0, 1), repeat=3) if any(v)]
dots = [[sum(x * y for x, y in zip(a, b)) for b in sites] for a in sites]


def count_classes(n):
    """Numbers of inequivalent n-neighbour environments and of fingerprints."""
    classes, prints = set(), set()
    index = [(i, j) for i in range(n) for j in range(i, n)]
    for c in combinations(range(len(sites)), n):
        prints.add(tuple(sorted((min(dots[i][i], dots[j][j]), max(dots[i][i], dots[j][j]),
                                 dots[i][j]) for i, j in combinations(c, 2))))
        classes.add(min(tuple(dots[g[i]][g[j]] for i, j in index) for g in permutations(c)))
    return len(classes), len(prints)


three, four = count_classes(3), count_classes(4)
assert three[0] == three[1] and four[0] > four[1]

# ---- worked geometry (nm) -------------------------------------------------------
R, s, t = 0.25, 0.24, 0.26
alpha, beta, phi = np.radians([60.0, 60.0, 120.0])
env_A, env_B, phi_new = build_pair(R, s, t, alpha, beta, phi)
assert np.allclose(triples(env_A), triples(env_B), atol=1e-8)
rmsd = best_rmsd(env_A, env_B)
orth = np.linalg.qr(rng.normal(size=(3, 3)))[0]
moved = (env_A @ (-orth))[[2, 0, 3, 1]]
assert best_rmsd(env_A, moved) < 1e-7 and rmsd > 0.005
env_wrong = env_B.copy()
env_wrong[3] = point(t, np.pi - beta, phi)
ps_A, ps_B, ps_wrong = map(power_spectrum, (env_A, env_B, env_wrong))
ps_same = np.linalg.norm(ps_A - ps_B) / np.linalg.norm(ps_A)
ps_control = np.linalg.norm(ps_A - ps_wrong) / np.linalg.norm(ps_A)
assert ps_same < 1e-12 and ps_control > 1e-2


def ligand_distances(env):
    """For every ligand, its sorted distances to the other ligands."""
    d = np.linalg.norm(env[:, None] - env[None], axis=2)
    return np.array(sorted(tuple(np.round(np.sort(row)[1:], 9)) for row in d))


assert np.abs(ligand_distances(env_A) - ligand_distances(env_B)).max() > 0.01


# ---- Ga+ ion in the potential of external charges ------------------------------
class GalliumIon:
    def __init__(self, basis):
        self.mol = gto.M(atom="Ga 0 0 0", charge=1, spin=0, basis=basis, verbose=0)
        self.h0 = scf.hf.get_hcore(self.mol)
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.dm = None
        self.dm = self.solve(0 * self.h0).make_rdm1()

    def solve(self, h_extra):
        mf = scf.RHF(self.mol)
        mf._eri = self.eri
        mf.get_hcore = lambda *args: self.h0 + h_extra
        mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
        mf.kernel(self.dm)
        assert mf.converged
        return mf

    def in_charges(self, env_nm, charge):
        h = 0 * self.h0
        for site in env_nm / BOHR_NM:
            with self.mol.with_rinv_origin(site):
                h = h - charge * self.mol.intor("int1e_rinv")
        return self.solve(h)

    def gap(self, A, B, charge):
        """E_A - E_B in hartree; nucleus-charge and charge-charge terms cancel."""
        return self.in_charges(A, charge).e_tot - self.in_charges(B, charge).e_tot


ion = GalliumIon("def2-tzvp")
Q = -0.5
mf_A, mf_B = ion.in_charges(env_A, Q), ion.in_charges(env_B, Q)
gap = mf_A.e_tot - mf_B.e_tot
assert abs(gap) * HARTREE_MEV > 1e-3

# order in the charge at which the two environments begin to differ
odd, even = {}, {}
for x in (0.05, 0.1):
    plus, minus = ion.gap(env_A, env_B, x), ion.gap(env_A, env_B, -x)
    odd[x], even[x] = (plus - minus) / 2, (plus + minus) / 2
power_odd = np.log2(abs(odd[0.1] / odd[0.05]))
power_even = np.log2(abs(even[0.1] / even[0.05]))
assert abs(power_odd - 3) < 0.1 and abs(power_even - 4) < 0.3

# long-range law: third-order energy k F.G.F, k from uniform field plus gradient
z = ion.mol.intor("int1e_r")[2]
rr = ion.mol.intor("int1e_rr")
quad = 0.5 * (rr[8] - 0.5 * rr[0] - 0.5 * rr[4])
F0, g0 = 0.005, 0.001
e = {(f, g): ion.solve(f * z + g * quad).e_tot for f in (0, F0) for g in (-g0, g0)}
k = ((e[F0, g0] - e[0, g0]) - (e[F0, -g0] - e[0, -g0])) / (2 * F0**2 * g0)


def field_product(env_nm, charge):
    X = env_nm / BOHR_NM
    d = np.linalg.norm(X, axis=1)
    F = -charge * np.sum(X / d[:, None]**3, axis=0)
    G = -charge * sum((3 * np.outer(v, v) - w**2 * np.eye(3)) / w**5 for v, w in zip(X, d))
    return F @ G @ F


stretch, far_Q = 8.0, 5.0
far_A, far_B = stretch * env_A, stretch * env_B
far_direct = (ion.gap(far_A, far_B, far_Q) - ion.gap(far_A, far_B, -far_Q)) / 2
far_law = k * (field_product(far_A, far_Q) - field_product(far_B, far_Q))
assert abs(far_direct / far_law - 1) < 0.05

# ---- size of what the point-charge Hartree-Fock model leaves out ----------------
mp2_shift = mp.MP2(mf_A, frozen=9).kernel()[0] - mp.MP2(mf_B, frozen=9).kernel()[0]
gap_large = GalliumIon("def2-qzvp").gap(env_A, env_B, Q)
assert gap_large * gap > 0
polarizability = 0.003  # nm^3, round value for one ligand


def ligand_energies(env_nm):
    """Charge-charge energy and first-order ligand polarization energy, hartree."""
    X = env_nm / BOHR_NM
    coulomb = sum(Q**2 / np.linalg.norm(a - b) for a, b in combinations(X, 2))
    induced = 0.0
    for i, v in enumerate(X):
        F = v / np.linalg.norm(v)**3
        for j, w in enumerate(X):
            if j != i:
                F = F + Q * (v - w) / np.linalg.norm(v - w)**3
        induced -= 0.5 * polarizability / BOHR_NM**3 * F @ F
    return coulomb, induced


lig_A, lig_B = ligand_energies(env_A), ligand_energies(env_B)
assert abs(lig_A[0] - lig_B[0]) < 1e-9


def electrons_beyond(r_min):
    r = np.geomspace(r_min, 40.0, 4001)
    ao = ion.mol.eval_gto("GTOval_sph", np.outer(r, [0, 0, 1.0]))
    rho = np.einsum("gi,ij,gj->g", ao, ion.dm, ao)
    return simpson(4 * np.pi * r**3 * rho, x=np.log(r))


assert abs(electrons_beyond(1e-6) - ion.mol.nelectron) < 1e-3
outside = electrons_beyond(s / BOHR_NM)

# ---- printed numbers -------------------------------------------------------------
print(f"R, s, t = {R}, {s}, {t} nm")
print(f"alpha, beta, phi = {np.degrees(alpha):.1f}, {np.degrees(beta):.1f}, "
      f"{np.degrees(phi):.1f} deg")
print(f"cos phi' = {np.cos(phi_new):.5f}, phi' = {np.degrees(phi_new):.3f} deg")
names = ["+u", "-u", "p", "q"]
for label, env in (("A", env_A), ("B", env_B)):
    for name, v in zip(names, env):
        print(f"{label} {name:2s} x,y,z = {v[0]+0:.5f}, {v[1]+0:.5f}, {v[2]+0:.5f} nm")
for i, j in combinations(range(4), 2):
    ang = [np.degrees(np.arccos(np.clip(E[i] @ E[j] / np.linalg.norm(E[i])
           / np.linalg.norm(E[j]), -1, 1))) for E in (env_A, env_B)]
    sep = [np.linalg.norm(E[i] - E[j]) for E in (env_A, env_B)]
    print(f"pair {names[i]},{names[j]}: angle A {ang[0]:.3f}, B {ang[1]:.3f} deg; "
          f"separation A {sep[0]:.4f}, B {sep[1]:.4f} nm")
print(f"random family members tested: {members}")
print(f"lattice, 3 neighbours: {three[0]} environments, {three[1]} fingerprints")
print(f"lattice, 4 neighbours: {four[0]} environments, {four[1]} fingerprints")
print(f"best superposition of A and B: rms distance {rmsd:.4f} nm")
print(f"relative power-spectrum difference A-B: {ps_same:.1e}")
print(f"same for control (azimuth left at phi): {ps_control:.3f}")
print(f"M_A = {invariant_M(env_A):.6f} nm^4, M_B = {invariant_M(env_B):.6f} nm^4")
print(f"M_A - M_B = {invariant_M(env_A) - invariant_M(env_B):.6f} nm^4")
print(f"ligand charge Q = {Q} e")
print(f"Ga+ energy gap E_A - E_B, HF/def2-TZVP: {gap*HARTREE_MEV:.3f} meV")
print(f"least possible larger model error: {abs(gap)*HARTREE_MEV/2:.3f} meV")
for x in (0.05, 0.1):
    print(f"|Q| = {x} e: odd part {odd[x]*HARTREE_MEV:.6f} meV, "
          f"even part {even[x]*HARTREE_MEV:.6f} meV")
print(f"power of Q: odd part {power_odd:.3f}, even part {power_even:.3f}")
print(f"third-order coefficient k = {k:.2f} atomic units")
print(f"long-range test: distances x {stretch:.0f}, |Q| = {far_Q:.0f} e")
print(f"odd part of gap: direct {far_direct*HARTREE_MEV:.6f} meV, "
      f"law {far_law*HARTREE_MEV:.6f} meV")
print(f"MP2 change of the gap: {mp2_shift*HARTREE_MEV:.3f} meV")
print(f"gap in HF/def2-QZVP: {gap_large*HARTREE_MEV:.3f} meV")
print(f"ligand polarizability assumed: {polarizability} nm^3")
print(f"ligand-polarization part of E_A - E_B: {(lig_A[1]-lig_B[1])*HARTREE_MEV:.1f} meV")
print(f"free Ga+ electrons beyond {s} nm: {outside:.4f} of {ion.mol.nelectron}")
print(f"thermal energy at 300 K: {1000*const.k*300/const.e:.2f} meV")
print("done: every assertion held")
```

Output:

```
R, s, t = 0.25, 0.24, 0.26 nm
alpha, beta, phi = 60.0, 60.0, 120.0 deg
cos phi' = 0.16667, phi' = 80.406 deg
A +u x,y,z = 0.00000, 0.00000, 0.25000 nm
A -u x,y,z = 0.00000, 0.00000, -0.25000 nm
A p  x,y,z = 0.20785, 0.00000, 0.12000 nm
A q  x,y,z = -0.11258, 0.19500, 0.13000 nm
B +u x,y,z = 0.00000, 0.00000, 0.25000 nm
B -u x,y,z = 0.00000, 0.00000, -0.25000 nm
B p  x,y,z = 0.20785, 0.00000, 0.12000 nm
B q  x,y,z = 0.03753, 0.22202, -0.13000 nm
pair +u,-u: angle A 180.000, B 180.000 deg; separation A 0.5000, B 0.5000 nm
pair +u,p: angle A 60.000, B 60.000 deg; separation A 0.2452, B 0.2452 nm
pair +u,q: angle A 60.000, B 120.000 deg; separation A 0.2551, B 0.4417 nm
pair -u,p: angle A 120.000, B 120.000 deg; separation A 0.4244, B 0.4244 nm
pair -u,q: angle A 120.000, B 60.000 deg; separation A 0.4417, B 0.2551 nm
pair p,q: angle A 97.181, B 97.181 deg; separation A 0.3752, B 0.3752 nm
random family members tested: 200
lattice, 3 neighbours: 83 environments, 83 fingerprints
lattice, 4 neighbours: 398 environments, 356 fingerprints
best superposition of A and B: rms distance 0.1093 nm
relative power-spectrum difference A-B: 3.2e-16
same for control (azimuth left at phi): 0.150
M_A = 0.013869 nm^4, M_B = 0.006069 nm^4
M_A - M_B = 0.007800 nm^4
ligand charge Q = -0.5 e
Ga+ energy gap E_A - E_B, HF/def2-TZVP: 27.809 meV
least possible larger model error: 13.904 meV
|Q| = 0.05 e: odd part -0.029585 meV, even part -0.000159 meV
|Q| = 0.1 e: odd part -0.236629 meV, even part -0.002546 meV
power of Q: odd part 3.000, even part 4.001
third-order coefficient k = 147.91 atomic units
long-range test: distances x 8, |Q| = 5 e
odd part of gap: direct -0.027355 meV, law -0.027492 meV
MP2 change of the gap: -5.593 meV
gap in HF/def2-QZVP: 23.952 meV
ligand polarizability assumed: 0.003 nm^3
ligand-polarization part of E_A - E_B: -24.1 meV
free Ga+ electrons beyond 0.24 nm: 0.0500 of 30
thermal energy at 300 K: 25.85 meV
done: every assertion held
```
